# Why Local Conductivity Fails for Graphene Plasmons Near a Gate

## 1. Definitions and conventions

Hartree atomic units are used, so $\hbar=1$, the electron charge is $-1$, and Gaussian electrostatics applies. Fields vary as $e^{i(qx-\omega t)}$ with $q,\omega>0$. A graphene sheet lies at distance $d$ from a perfectly conducting gate, with the same dielectric constant $\varepsilon$ on both sides of the sheet. Its conduction electrons have energy $vk$ and velocity of fixed magnitude $v$, the Fermi velocity. The sheet is doped to Fermi energy $E_F=vk_F$, and spin and valley give fourfold degeneracy. The density of states at the Fermi energy is

$$N=4\,\frac{k_F}{2\pi v}=\frac{2E_F}{\pi v^2}.$$

Let $n$ be the electron density disturbance and $U$ the potential energy of an electron in the sheet. Two functions connect them: the response $n=\chi U$ and the interaction $U=Vn$. A free oscillation needs both at once:

$$1=V(q)\,\chi(q,\omega).$$

This is the random-phase approximation: electrons respond independently to their common average field. Temperature is zero, collisions and retardation are neglected, and $q\ll k_F$, $\omega\ll E_F$.

The conductivity $\sigma$ is defined by $J=\sigma E$. The force on an electron is $-E=-\partial_xU$, so $E=iqU$. The charge density is $-n$, and charge conservation reads $i\omega n+iqJ=0$. Therefore $n=-qJ/\omega=-iq^2\sigma U/\omega$, or

$$\chi=\frac{q^2\sigma}{i\omega},\qquad \sigma=\frac{i\omega\chi}{q^2}.$$

A conductivity is local if the current at a point depends on the field at that point alone, so that $\sigma$ does not depend on $q$. The quantity that decides whether this is adequate is the ratio of phase velocity $s=\omega/q$ to Fermi velocity,

$$x=\frac{\omega}{qv}=\frac{s}{v}.$$

The example uses round model parameters: $v=0.45$, $E_F=0.004$ hartree, $\varepsilon=4$, $d=20$ bohr and $\omega=0.0004$ hartree.

## 2. First contribution: the gate weakens the restoring force

Put the gate at $z=0$ and the sheet at $z=d$. The potential energy obeys

$$U''-q^2U=-\frac{4\pi n}{\varepsilon}\,\delta(z-d),\qquad U(0)=0.$$

Between gate and sheet, $U=A\sinh qz$. Above the sheet, continuity and decay give $U=A\sinh(qd)\,e^{-q(z-d)}$. Integrating across the sheet fixes the jump in slope:

$$-qA\sinh qd-qA\cosh qd=-\frac{4\pi n}{\varepsilon}
\quad\Rightarrow\quad A=\frac{4\pi n}{\varepsilon q}e^{-qd}.$$

Evaluating $U/n$ at $z=d$ gives

$$V(q)=\frac{4\pi}{\varepsilon q}e^{-qd}\sinh qd=\frac{2\pi}{\varepsilon q}\left(1-e^{-2qd}\right).$$

Far from the gate this is $2\pi/(\varepsilon q)$. For $qd\ll1$ it becomes $4\pi d/\varepsilon$: charges in the gate cancel most of the field, and the remaining interaction is proportional to the gap. A finite-difference solution of the Poisson problem agrees with the formula.

The strength of the interaction is measured by the dimensionless number

$$G=NV(q)\;\longrightarrow\; g=\frac{8dE_F}{\varepsilon v^2}\quad(qd\ll1).$$

In the example,

$$g=\frac{8\times20\times0.004}{4\times0.45^2}=0.790.$$

At the plasmon wavevector found below, $qd=0.016$. The expansion $(1-e^{-2qd})/(2qd)\approx1-qd$ then lowers the coupling by 1.6 %, to $G=0.778$. This finite-gap correction is small here.

## 3. Second contribution: inertia in the local theory

In a uniform field, the response of the doped sheet at low frequency is $\sigma_{\rm loc}=iE_F/(\pi\omega)$; Section 4 recovers it as a limit. It gives

$$\chi_{\rm loc}=\frac{q^2}{i\omega}\,\frac{iE_F}{\pi\omega}=\frac{E_Fq^2}{\pi\omega^2}=\frac{N}{2x^2},$$

where $E_F/\pi=Nv^2/2$ was used. The condition $1=V\chi_{\rm loc}$ becomes $1=G/(2x^2)$, hence

$$s_{\rm loc}=v\sqrt{\frac G2}\;\longrightarrow\;\sqrt{\frac{4dE_F}{\varepsilon}}\quad(qd\ll1).$$

As the gate approaches, the local phase velocity falls as $\sqrt d$ without a lower bound. It passes below the Fermi velocity when $G<2$. In the example, at the given frequency, $s_{\rm loc}/v=0.620$.

Nothing in $\sigma_{\rm loc}$ signals trouble at that point, because it contains no wavevector and so no phase velocity. Its validity has to be judged from the motion of the electrons.

## 4. Third contribution: electrons move through the wave

An electron travelling at angle $\theta$ to the wave has position $X(t)=X_0+vt\cos\theta$ along the wave direction. The phase of the field it feels changes at the rate

$$\omega-qv\cos\theta=\omega\left(1-\frac vs\cos\theta\right).$$

The local theory replaces this by $\omega$, which is justified if $v/s\ll1$. The same ratio is the fraction of a wavelength that an electron crosses in one period, since $v(2\pi/\omega)/(2\pi/q)=v/s$.

The consequence follows from the collisionless kinetic equation for the occupation $f_0+\delta f$. To first order in the field,

$$-i(\omega-qv\cos\theta)\,\delta f-E\,v\cos\theta\,f_0'=0,$$

where $f_0'$ is the derivative with respect to energy and $\partial f_0/\partial k_x=v\cos\theta\,f_0'$. Solving,

$$\delta f=\frac{iEv\cos\theta\,f_0'}{\omega-qv\cos\theta}.$$

The current is $J=-4\int\frac{d^2k}{(2\pi)^2}\,v\cos\theta\,\delta f$. At zero temperature $-f_0'$ is a delta function at $E_F$, so the energy integral supplies $N$ and an average over angle remains:

$$\sigma(q,\omega)=iNv^2\left\langle\frac{\cos^2\theta}{\omega-qv\cos\theta}\right\rangle.$$

For $q\to0$ at fixed $\omega$, $\langle\cos^2\theta\rangle=1/2$ gives $iNv^2/(2\omega)=iE_F/(\pi\omega)$, the local result.

To do the average, write $c=\cos\theta$. Then $\chi=q^2\sigma/(i\omega)=(N/x)\langle c^2/(x-c)\rangle$. Dividing out twice,

$$\frac{c^2}{x-c}=-c+\frac{xc}{x-c},\qquad \frac{c}{x-c}=-1+\frac{x}{x-c}.$$

Since $\langle c\rangle=0$, what is needed is $\langle1/(x-c)\rangle$. With $z=e^{i\theta}$ it becomes

$$\left\langle\frac1{x-c}\right\rangle=\frac1{2\pi i}\oint\frac{-2\,dz}{z^2-2xz+1}.$$

For $x>1$ the root $z_-=x-\sqrt{x^2-1}$ lies inside the unit circle and $z_+=x+\sqrt{x^2-1}$ outside. The residue is $-2/(z_--z_+)=1/\sqrt{x^2-1}$. Thus

$$\chi=N\left[\frac{x}{\sqrt{x^2-1}}-1\right],\qquad x>1,$$

and the ratio of nonlocal to local conductivity is

$$R(x)=\frac{\chi}{\chi_{\rm loc}}=2x^2\left[\frac{x}{\sqrt{x^2-1}}-1\right].$$

It tends to 1 for a fast wave and diverges as $x\to1^+$. The divergence comes from electrons moving with the wave, for which the denominator $x-\cos\theta$ becomes small.

The example shows how uneven the response is. At the nonlocal plasmon speed $s=1.112\,v$, an electron crosses 0.90 of a wavelength per period. If it moves along the wave, it sees a frequency of only $0.10\,\omega$, so the field pushes it in one direction about ten times longer than the local theory assumes. Electrons within $45^\circ$ of the wave direction carry 85 % of the current, against 41 % in the local theory. The total response is enhanced by $R=3.18$.

## 5. The plasmon with all three contributions

Insert $\chi$ into $1=V\chi$:

$$\frac{x}{\sqrt{x^2-1}}=1+\frac1G=\frac{1+G}{G}.$$

Both sides are positive, so squaring adds no false root with $x>1$. Then $x^2G^2=(1+G)^2(x^2-1)$, and because $(1+G)^2-G^2=1+2G$,

$$\boxed{\,s=v\,\frac{1+G}{\sqrt{1+2G}}\,},\qquad \frac{s^2}{v^2}-1=\frac{G^2}{1+2G}>0.$$

Within this model the plasmon is faster than the electrons for every positive coupling. The mechanism is a feedback. If the wave slows towards $v$, the forward electrons respond more strongly, and the larger response supports a higher phase velocity than the local theory gives. This can be stated quantitatively. At the same $q$, $s_{\rm loc}^2/v^2=G/2$, while the plasmon condition says that the bracket in $R$ equals $1/G$. Hence

$$\left(\frac{s}{s_{\rm loc}}\right)^2=\frac{2x^2}{G}=R(x).$$

The square of the ratio of the true speed to the local speed equals the enhancement of the conductivity that the local theory misses.

The contributions can be weighed by splitting the result. Since $(G/2-1/4)(1+2G)=G^2-1/4$,

$$\frac{s^2}{v^2}=\frac G2+\frac34+\frac1{4(1+2G)}.$$

The first term is the local result. The second is the leading effect of electron motion. Its coefficient comes from expanding the kinetic average for a fast wave, $R=1+\langle c^4\rangle/(\langle c^2\rangle x^2)+\dots$, with $\langle c^4\rangle/\langle c^2\rangle=(3/8)/(1/2)=3/4$. The third collects all higher orders. For $G=0.778$ the terms are

$$0.389+0.750+0.098=1.237,\qquad \frac sv=\sqrt{1.237}=1.112.$$

Electron motion thus supplies more than two thirds of $s^2$. In this regime it is not a small correction to the local wave.

**Strong coupling.** For $G\gg1$ the first term dominates and $s^2\approx s_{\rm loc}^2+\tfrac34v^2$. At coupling 200, a direct angular average gives a difference of $0.7506\,v^2$, as the last two terms require. The relative error of the local speed at equal $q$ is then about $-3v^2/(8s^2)$.

**Weak coupling.** For $G\ll1$, $s\approx v(1+G^2/2)$. The speed approaches $v$ from above, whereas $s_{\rm loc}$ goes to zero.

Without collisions, these limits set the compression that a gate can achieve. At fixed frequency the wavelength is $2\pi s/\omega$, so it stays above $2\pi v/\omega$, while the local wavelength shrinks as $\sqrt d$. In the example:

- the local theory gives 4380 bohr (232 nm);
- the nonlocal theory gives 7861 bohr (416 nm);
- the lower bound is 7069 bohr (374 nm).

The local wavelength lies well below the bound. At this gap the nonlocal wavelength is already within about 11 % of it, so moving the gate closer can gain little more.

## 6. What is found where the local theory puts its mode

The local solution has $x=0.620<1$. There some electrons satisfy $\cos\theta=x$ and travel in step with the wave, so the average needs a prescription. Switching the field on slowly means $\omega\to\omega+i0$. Continuing $\sqrt{x^2-1}$ from $x>1$ through the upper half-plane gives $i\sqrt{1-x^2}$, and

$$\chi=-N\left[1+\frac{ix}{\sqrt{1-x^2}}\right],\qquad 0<x<1.$$

Two things have changed. First, the real part is negative: electrons gather where their potential energy is low, as in static screening. The plasmon function becomes

$$1-V\chi=1+G+\frac{iGx}{\sqrt{1-x^2}},$$

whose real part exceeds 1, so it cannot vanish at a real frequency. A damped wave, with real $q$ and complex $x$, is excluded too: setting the function to zero and squaring gives $x^2=(1+G)^2/(1+2G)$, which is real and greater than 1. The only solution is the fast plasmon of Section 5. Second,

$$\operatorname{Re}\sigma=\frac{\omega N}{q^2}\,\frac{x}{\sqrt{1-x^2}}>0,$$

which is absorption by the electrons in step with the wave, known as Landau damping.

At the local solution of the example, $\sigma/\sigma_{\rm loc}=-0.77-0.61i$. Since $\sigma_{\rm loc}$ is positive imaginary, the factor $-0.61i$ gives a positive real conductivity, that is, loss. The factor $-0.77$ reverses the sign of the reactive part. By construction $V\chi_{\rm loc}=1$ at this point, so $1-V\chi=1-\sigma/\sigma_{\rm loc}=1.77+0.61i$, far from zero. The predicted slow plasmon is therefore not a true mode with some added damping. The reactive response on which it relied has the wrong sign.

## 7. Is the cause the short wavelength or the low speed?

A gate lowers both the wavelength and the phase velocity. To separate them, keep the same graphene and the same wavevector, $q=7.99\times10^{-4}$ bohr$^{-1}$, and remove the gate. The restoring force becomes stronger and the wave faster. The reference here is the full two-band response

$$\chi=4\sum_{ss'}\int\!\frac{d^2k}{(2\pi)^2}\,\frac{1+ss'\cos\phi}{2}\,\frac{f_{s,\mathbf k}-f_{s',\mathbf k+\mathbf q}}{\omega+\epsilon_{s,\mathbf k}-\epsilon_{s',\mathbf k+\mathbf q}+i0},$$

where here $s,s'=\pm1$ label the bands, $\epsilon_{s,\mathbf k}=svk$, and $\phi$ is the angle between $\mathbf k$ and $\mathbf k+\mathbf q$. The speeds at equal $q$ are:

- with the gate, $s_{\rm loc}/v=0.624$ against 1.112, a local error of $-44$ %;
- without it, $s_{\rm loc}/v=3.515$ against 3.577, a local error of $-1.7$ %.

The wavelength is the same in both cases, so a short wavelength is not by itself the cause. What differs is the phase velocity relative to $v$. A gate harms the local description because it slows the wave.

The ungated error is smaller than the kinetic theory alone would give. There $G=2\times3.515^2=24.7$, so the boxed formula yields $s/v=25.7/\sqrt{50.4}=3.62$, and the local value would be 2.9 % too low. The difference between 3.62 and 3.577 comes almost entirely from transitions between the bands. For small $q$ their overlap factor is $\tfrac12(1-\cos\phi)\approx q^2\sin^2\theta/(4p^2)$. For $\omega\ll2vp$ the two orderings of the bands together contribute $4vp/(\omega^2-4v^2p^2)\approx-1/(vp)$. Empty upper states require $p>k_F$, so

$$\chi_{\rm inter}\approx-\frac{4}{2\pi}\int_{k_F}^\infty p\,dp\;\frac{q^2}{8p^2}\,\frac1{vp}=-\frac{q^2}{4\pi E_F}.$$

Relative to $\chi_{\rm loc}$ this is $-\omega^2/(4E_F^2)$. The ungated wave has $\omega=3.577\,vq=0.00129$ hartree, which makes the ratio $-2.6$ %. Measured against the kinetic response, which is 6 % larger than $\chi_{\rm loc}$, it is $-2.5$ %. As $\chi$ varies roughly as $1/s^2$ for a fast wave, the speed falls by about 1.2 %. Adding the interband term alone to the kinetic response gives 3.579, and a small intraband correction of order $q^2/k_F^2$ supplies the rest. The local theory omits both electron motion, which raises the speed, and interband response, which lowers it. Its small error without the gate is partly a cancellation.

In the gated case $\omega$ is lower and $\omega^2/(4E_F^2)$ is only 0.25 %. Measured against the enhanced response, this is 0.08 %, and intraband corrections of order $q^2/k_F^2$ add a further 0.10 %. The full response gives $s/v=1.1118$, against 1.1120 from the kinetic theory, so quantum corrections carry almost no weight there.

## 8. How the failure grows as the gate approaches

At fixed frequency, the local and nonlocal speeds change with the gap as follows. Errors are relative to the nonlocal speed.

| $d$ (bohr) | $s_{\rm loc}/v$ | $s/v$ | error (%) |
|---:|---:|---:|---:|
| 800 | 3.61 | 3.73 | −3 |
| 200 | 1.90 | 2.10 | −10 |
| 80 | 1.22 | 1.51 | −19 |
| 40 | 0.87 | 1.26 | −31 |
| 20 | 0.62 | 1.11 | −44 |

The failure is gradual. At $d=80$ bohr the local speed is still above $v$, yet it is 19 % too low. The condition for the local theory is therefore $s\gg v$, not merely $s_{\rm loc}>v$. For an error below about 10 %, the wave here has to move at roughly twice the Fermi velocity.

## 9. Conditions on the result

The kinetic response was compared with the two-band integral at $x=1.12$. The relative difference is $1.5\times10^{-3}$ at $q/k_F=0.08$ and falls by a factor of four each time $q$ is halved, as expected for a correction of order $q^2/k_F^2$. The example has $q/k_F=0.09$. The comparison does not cover phase velocities much closer to $v$.

Collisions are neglected, so the collision rate must be small compared with $\omega$; otherwise the wave is damped and its speed changes. The conductivity at a fixed real phase velocity near $v$ is more sensitive. There the forward electrons respond at the frequency $\omega-qv$, and a collision rate comparable with this difference already blurs the small denominators and reduces the enhancement.

The lower bound $s>v$ also belongs to the collisionless model. If electrons collide with each other much more often than the field oscillates, and conserve momentum in doing so, they move as a fluid. Its pressure adds $v^2/2$ to the local result, so $s^2=v^2(1+G)/2$, which lies below $v^2$ when $G<1$. The bound is lost well before this limit. In a relaxation-time model at real $q$ and $G=0.778$, momentum-conserving collisions bring the speed down to $v$ at a rate of about $\omega$, and momentum-relaxing collisions at a rate of $0.83\,\omega$ give $0.96\,v$. At $G=0.1$ a momentum-relaxing rate of $0.15\,\omega$ already gives $s<v$. The closer the gate, the smaller the collision rate that removes the bound.

The model also leaves out field penetration into a real gate, the atomic structure of a spacer only 1.06 nm thick, the frequency dependence of $\varepsilon$, finite temperature, and electron interactions beyond the random-phase approximation. These can shift the numbers, including the effective $v$ and $d$. A screening length of 1.1 bohr in the gate metal, added in series, raises $G$ from 0.78 to 0.95 and $s/v$ from 1.112 to 1.145. At 300 K, $k_BT$ is $2.4\,\omega$ and the scale $(k_BT)^2/E_F$ of electron–electron collisions is about $0.6\,\omega$, so the collisionless example describes a cold sample. The numerical output below gives the values to more digits than such a model can claim for a real device.

## Computed values

```
Dirac speed v = 0.45 a.u.
Fermi energy = 0.0040 hartree = 0.1088 eV
permittivity = 4.0 (dimensionless)
gate distance = 20.0 bohr = 1.058 nm
angular frequency = 0.00040 hartree; frequency = 2.632 THz
Fermi wavevector = 0.008889 1/bohr
density of states N = 0.012575 1/(hartree bohr^2)
acoustic coupling g = 0.7901 (dimensionless)
acoustic limit: s_loc/v = 0.6285, s/v = 1.1144
bubble at w/10: s/v = 1.1142
working frequency: local s_loc/v = 0.6196
working frequency: kinetic s/v = 1.1120
working frequency: full bubble s/v = 1.1118
phase velocity: local 0.2788, kinetic 0.5004 a.u.
kinetic wavevector q = 7.993261e-04 1/bohr
local wavevector q_loc = 1.434549e-03 1/bohr
q/kF = 0.0899, q*d = 0.0160 (dimensionless)
coupling G at kinetic q = 0.7776 (dimensionless)
local wavelength = 4379.9 bohr = 231.8 nm
kinetic wavelength = 7860.6 bohr = 416.0 nm
lower bound 2*pi*v/w = 7068.6 bohr = 374.1 nm
wavelength fraction crossed per period v/s = 0.8992
frequency seen by co-moving electron / w = 0.1008
conductivity enhancement R at kinetic s = 3.1806
current share within 45 deg: local 0.4092, nonlocal 0.8515
at local solution: sigma/sigma_loc = -0.7679 -0.6062i
at local solution: 1-V*chi = 1.7679 +0.6062i
fast-wave correction (s^2-s_loc^2)/v^2 at g=200: 0.75062
bubble/kinetic deviation at q/kF=0.08,0.04,0.02: 1.46e-03, 3.64e-04, 9.10e-05
same q, gate present: s_loc/v = 0.6235, bubble s/v = 1.1118, local error = -43.9 %
same q, no gate: s_loc/v = 3.5151, bubble s/v = 3.5770, local error = -1.7 %
scan at fixed w: d (bohr), s_loc/v, s/v, local error (%)
    20.0  0.6196  1.1120   -44.28
    40.0  0.8711  1.2568   -30.69
    80.0  1.2214  1.5146   -19.36
   200.0  1.8981  2.0976    -9.51
   800.0  3.6144  3.7272    -3.02
```
